Why Optimized Gaussian Exponents for Hydrogen Spread Apart at the Tight End

**Question.** Expand the hydrogen 1s function in n Gaussians exp(−αr²) and let the energy choose all exponents freely. In a geometric series, neighbouring exponents have one fixed ratio β. The free optimum does not keep this ratio: apart from an edge effect at the most diffuse gap, the gaps widen towards large α. Why does the region of the cusp, which Gaussians describe worst, receive the sparsest set of exponents? And how does the ratio depend on the index?

**Answer.** The answer depends on two quantities: how the error at a given radius falls when exponents are packed more closely, and how much energy such an error costs at that radius. Hartree atomic units are used, with a point nucleus and no relativistic terms. Exponents are in bohr⁻².

**What an error costs**

The exact function is ψ = e^(−r)/√π, with energy E₀ = −1/2. Let δ be the normalized trial function minus ψ. Since (H − E₀)ψ = 0, the terms linear in δ vanish, and the energy error is

E − E₀ = ⟨δ|H − E₀|δ⟩ = ∫ 4πr² [δ′²/2 − δ²/r + δ²/2] dr.

Near the nucleus, √π ψ = 1 − r + r²/2 − … . A finite sum of Gaussians is a power series in r², so it has zero slope at r = 0. The difficult term is therefore r. It has no length scale of its own, and Gaussians of all widths are needed to imitate it.

The slope of this term is 1. With x = ln α it can be written as

1 = (r/√π) ∫ e^(x/2) exp(−r²eˣ) dx,

where x runs over the whole real line. To check this, put u = r²eˣ: the integral becomes (1/r)∫u^(−1/2)e^(−u)du = √π/r.

Now replace the integral by an endless sum over x = kh, where h = ln β and k is an integer. This is a geometric series of exponents. Each term r√α exp(−αr²) is the derivative of −exp(−αr²)/(2√α), so the sum is the slope of a sum of Gaussians. Poisson summation states

h Σₖ f(kh) = Σₘ ∫ f(x) e^(imωx) dx, with ω = 2π/h.

The term m = 0 is the exact slope. The same substitution gives the others, so the slope error is

s(r) = (1/√π) Σ_(m≠0) Γ(1/2 + imω) r^(−2imω).

The terms m = ±1 dominate. They are complex conjugates, and together they form an oscillation in ln r with amplitude 2|Γ(1/2 + iω)|/√π. The reflection formula Γ(z)Γ(1−z) = π/sin πz at z = 1/2 + iω gives |Γ(1/2 + iω)|² = π/cosh πω. Averaging the squared cosine gives a factor 1/2, hence

mean of s² = (1/2)(4/π)(π/cosh πω) = 2/cosh(2π²/h).

For β = 6 the formula gives 6.5703×10⁻⁵ and the explicit sum 6.5704×10⁻⁵.

The coefficients here come from the integral and not from a minimization. If they are to treat all scales alike, as the endless series does, only a common factor is left to vary. Changing it adds a constant to s and brings no gain at leading order.

In ψ the term r has the coefficient −1/√π, so δ′² = s²/π. The mean kinetic energy of the error per unit ln r, which carries one more factor r than the energy per unit r, is

r · (4πr²/2) · (1/π) · 2/cosh(2π²/h) = 4r³/cosh(2π²/h) ≈ 8r³ exp(−2π²ρ), with ρ = 1/h = 1/ln β.

Here ρ is the number of exponents per unit ln α. The term −δ²/r carries one more power of r and is dropped near the nucleus.

This is the mechanism. The relative quality of the fit depends on ρ alone, but the energy at stake falls as r³, because a small sphere has little volume. The cusp forces the set to extend to large α, yet an equally good fit at each smaller scale is worth less and less.

**Which exponents govern which radius**

Let ρ vary slowly with x. Define a counting function k(x) with k′ = ρ, place an exponent wherever k is an integer, and give it the weight 1/ρ. Poisson summation in k then replaces e^(iωx) by e^(2πik(x)). The integrand for m = 1 is exp F, with

F(x) = x/2 + 2πi k(x) − r²eˣ.

For 2πρ large compared with 1/2, F′ = 0 gives r²eˣ ≈ 2πiρ. The saddle thus lies near x_r + iπ/2, where

exp(x_r) = 2πρ(x_r)/r², that is, r² = 2πρ/α.

For a density linear in x,

k(x_r + iπ/2) = k(x_r) + iπρ/2 − π²ρ′/8,

so |e^(2πik)| = exp(−π²ρ), with ρ taken at x_r. At this point r²eˣ is imaginary and changes only the phase. The remaining slope F′ = 1/2 − π²ρ′ enters through −F′²/(2F″). Since F″ ≈ −2πiρ, this is also a phase at leading order. The squared error at r is therefore again proportional to exp(−2π²ρ), with the density read at α = 2πρ/r².

Terms of relative order ρ′/ρ have been neglected. For ρ = 1 − 0.08 ln α, the mean square error of an explicit sum, averaged over one period of the oscillation, lies 16% below the equally averaged local law at r = 1 bohr and 4% below it at 3 bohr. These two figures depend on where the averaging window sits, because the amplitude drifts across it: for centres between 0.8 and 4 bohr the ratio of sum to law ranges from about 0.79 to 1.05. The m = 1 integral itself, squared, lies 8% below the local law at 1 bohr and 7% below it at 3 bohr. This is close to the factor 1/(1 − ρ′/ρ), with ρ′/ρ about −0.09 and −0.08, which appears when F″ = −2πi(ρ − ρ′) is kept in the amplitude of the saddle.

**The best distribution**

Write the local error, without the factor 8, as a function of x and ρ:

G = r³ exp(−2π²ρ) = (2πρ)^(3/2) exp(−3x/2) exp(−2π²ρ).

From ln r = (ln 2πρ − x)/2, a step dx covers |d ln r| = (1/2)(1 − ρ′/ρ)dx. The number of functions, ∫ρ dx, is fixed by a multiplier λ. Constant factors can be absorbed in λ, so the integrand to be made stationary is

L = G(1 − ρ′/ρ) + λρ.

Subscripts on G denote partial derivatives. The two parts of the Euler-Lagrange equation are

∂L/∂ρ = G_ρ − G_ρ ρ′/ρ + Gρ′/ρ² + λ,

d/dx(∂L/∂ρ′) = d/dx(−G/ρ) = −G_x/ρ − G_ρ ρ′/ρ + Gρ′/ρ².

In their difference all terms with ρ′ cancel:

G_ρ + G_x/ρ + λ = 0.

With G_ρ = [3/(2ρ) − 2π²]G and G_x = −(3/2)G, the terms in 1/ρ cancel too. What remains is 2π²G = λ, or

r³ exp(−2π²ρ) = constant.

The cancellation of the 1/ρ terms relies on the factor 1 − ρ′/ρ, which is of the same order as the terms dropped from the local law. With 1 − aρ′/ρ in its place, the same steps give [2π² − 3(1 − a)/(2ρ)]G = λ. The factor 1/(1 − ρ′/ρ) noted above in the local law cancels 1 − ρ′/ρ and corresponds to a = 0. The bracket then changes by about 8% between ρ = 0.53 and 1.06, so G is constant only up to a slowly varying factor of this kind. To this accuracy, inside the cusp region the optimum makes the energy error equal per unit ln r. A geometric series keeps ρ constant and cannot do this.

Taking the logarithm of G gives (3/2)ln ρ − (3/2)x − 2π²ρ = constant. Differentiation with respect to x yields

dρ/d ln α = −(3/2)/[2π² − 3/(2ρ)] ≈ −3/(4π²) = −0.0760.

The last form is the leading one for large ρ. The density falls towards the tight end, so β = e^(1/ρ) grows.

For the dependence on the index, count j from the tight end inwards. One step changes x by −1/ρ, so

d(ρ²)/dj = 2ρ (dρ/dx)(−1/ρ) = −2 dρ/dx ≈ 3/(2π²) = 0.152.

Thus 1/(ln β)² rises almost linearly with j. The ratio changes quickly over the first few gaps and slowly afterwards.

The derivation assumes slowly varying spacing and a cusp term that dominates. It does not describe the core inside the reach of the tightest Gaussian, nor the diffuse end. There the widening can even reverse: for n = 14 the three most diffuse ratios are 2.036, 2.020 and 2.060.

**Ten Gaussians**

The free optimization with n = 10 starts from the best geometric series, so the law is not built into it. The table gives every second gap, named by its lower and upper exponent. The radius is r = √(2πρ/α), with α the geometric mean of the two.

| exponents | β | r / bohr | G / 10⁻⁹ bohr³ |
|---|---|---|---|
| 0.0621, 0.142 | 2.290 | 8.98 | 32.5 |
| 0.330, 0.797 | 2.420 | 3.72 | 10.3 |
| 2.05, 5.68 | 2.772 | 1.34 | 9.51 |
| 17.4, 61.5 | 3.531 | 0.390 | 9.52 |
| 270, 1803 | 6.676 | 0.0689 | 9.96 |

For the tightest gap, ln 6.676 = 1.8985 and ρ = 0.5267. The mean exponent is √(270.16 × 1803.5) = 698.0, so

r² = 2π × 0.5267/698.0 = 0.00474, r = 0.0689 bohr,

G = 3.27×10⁻⁴ × exp(−10.397) = 3.27×10⁻⁴ × 3.05×10⁻⁵ = 1.00×10⁻⁸ bohr³.

Over the six gaps centred above 1 bohr⁻², r³ varies by a factor of about 36,000, while G varies by 5%. The near constancy extends to radii of 2 to 4 bohr, further out than the small-r derivation can justify. At the most diffuse gap it fails by a factor of about three.

The constant also predicts the size of the error. Between 0.45 and 1.35 bohr, an interval of ln 3 = 1.099 in ln r, the kinetic part should be

8 × 9.5×10⁻⁹ × 1.099 = 8.4×10⁻⁸ hartree.

Integration of the actual error gives 7.6×10⁻⁸ hartree there, and 7.5×10⁻⁸ hartree in the equally wide interval from 0.15 to 0.45 bohr.

A straight-line fit of ρ against ln α over the six gaps has slope −0.0846. The law gives −0.0837 at their mean density. For 1/(ln β)² against index, the fit gives 0.169 and the law 0.167. The leading values, −0.0760 and 0.152, are about 10% too small in magnitude.

**Is the energy weight really the cause?**

Keep the same target function but minimize the squared norm of the error, ∫4πr²δ²dr. Integrating the oscillating slope gives δ one more power of r, so δ² ∝ r² and the weight per unit ln r is r · r² · r² = r⁵. The 3 in the leading slope becomes 5:

dρ/d ln α ≈ −5/(4π²) = −0.127.

The optimized set gives −0.131. The cusp is unchanged, and the distribution follows the weight. The density now falls faster per unit ln α, but the largest ratio is only 5.452, against 6.676 for the energy. There is no contradiction: the product of the nine ratios is about 6,000 instead of 29,000, so the same nine gaps fill a shorter range of exponents and the density starts higher, with a most diffuse ratio of 1.993 against 2.290.

**What the fixed ratio costs**

The best ten-term geometric series has β = 2.589 and runs from 0.0748 to 390.7 bohr⁻². Its energy error is 4.89×10⁻⁶ hartree, against 6.68×10⁻⁷ hartree for the free set, a factor of 7.3. The kinetic part of the error shows where the loss arises:

| region / bohr | geometric / hartree | free / hartree |
|---|---|---|
| r < 0.15 | 2.71×10⁻⁶ | 3.15×10⁻⁷ |
| 0.15 to 0.45 | 6.0×10⁻⁸ | 7.5×10⁻⁸ |
| 0.45 to 1.35 | 1.2×10⁻⁸ | 7.6×10⁻⁸ |
| r > 1.35 | 1.39×10⁻⁶ | 1.50×10⁻⁷ |

Between 0.45 and 1.35 bohr the geometric series is about six times more accurate than the free set, by this measure. It pays for this at small and at large radii. The kinetic part is not the whole error: the columns add up to 4.17×10⁻⁶ and 6.16×10⁻⁷ hartree. With the full integrand the three inner rows change by about 1%, while the row r > 1.35 becomes 2.15×10⁻⁶ and 2.05×10⁻⁷ hartree. The loss at large radii does not come mainly from the diffuse cut-off, since three more diffuse exponents at the same ratio lower its kinetic part only from 1.39×10⁻⁶ to 1.17×10⁻⁶ hartree. The r³ law, derived for an endless series, does not describe this finite one. With ρ = 1.051 it gives 2.3×10⁻¹⁰ hartree from 0.15 to 0.45 bohr and 6.1×10⁻⁹ hartree from 0.45 to 1.35 bohr, whereas the table shows the inner band about five times larger than the outer. The tightest exponent, 390.7 bohr⁻², governs r = 0.13 bohr, so the inner band lies next to the end of the series. This cut-off causes the excess: continuing the series with seven tighter exponents at the same ratio brings the two bands down to 2.4×10⁻¹⁰ and about 6×10⁻⁹ hartree, close to the values of the law, while adding only diffuse exponents leaves the inner band unchanged. The match to the law is only rough: with three more diffuse exponents added to the seven tight ones, the bands are 3.7×10⁻¹⁰ and 7.4×10⁻⁹ hartree. The free set accepts a larger error at middle radii, and its widening gaps carry it to 1803 bohr⁻², where it reduces the core error by a factor of 8.6. The wide tight gaps therefore do not neglect the cusp: they let a fixed number of functions reach further into it. The numerical check below contains the full list of exponents and ratios.

Values computed for the example and the checks

```
Mean square slope error of a geometric sum for the cusp term
  ratio 3: explicit sum 6.29385e-08, formula 6.29385e-08
  ratio 6: explicit sum 6.57040e-05, formula 6.57029e-05
Same for density 1 - 0.08 ln(alpha), mean over one period
  r = 1 bohr: explicit sum 1.454e-07, local law 1.735e-07
  r = 3 bohr: explicit sum 6.590e-09, local law 6.873e-09
geometric set: energy error 4.8881e-06 hartree
  kinetic energy of the error, r below 0.15 bohr: 2.705e-06 hartree
  kinetic energy of the error, r 0.15 to 0.45 bohr: 6.018e-08 hartree
  kinetic energy of the error, r 0.45 to 1.35 bohr: 1.226e-08 hartree
  kinetic energy of the error, r above 1.35 bohr: 1.392e-06 hartree
free set: energy error 6.6802e-07 hartree
  kinetic energy of the error, r below 0.15 bohr: 3.148e-07 hartree
  kinetic energy of the error, r 0.15 to 0.45 bohr: 7.466e-08 hartree
  kinetic energy of the error, r 0.45 to 1.35 bohr: 7.600e-08 hartree
  kinetic energy of the error, r above 1.35 bohr: 1.503e-07 hartree
Free set, error of third region over second: 1.02
Geometric over free: core 8.59, 0.45 to 1.35 bohr 0.16
Best geometric series: ratio 2.589, exponents 0.0748 to 390.7 bohr^-2
Free energy optimum, from diffuse to tight:
  k  alpha_k/bohr^-2  alpha_k+1/alpha_k  r/bohr  r^3 exp(-2pi^2 rho)/bohr^3
   1      0.06213        2.290       8.9819       3.25e-08
   2      0.14226        2.317       5.8771       1.27e-08
   3      0.32956        2.420       3.7241       1.03e-08
   4      0.79749        2.568       2.2831       9.69e-09
   5      2.04806        2.772       1.3442       9.51e-09
   6      5.67780        3.067       0.7510       9.47e-09
   7     17.41122        3.531       0.3902       9.52e-09
   8     61.48158        4.394       0.1815       9.66e-09
   9    270.15563        6.676       0.0689       9.96e-09
  10   1803.49488
Gaps centred above 1 bohr^-2: 6
  max/min of r^3: 36452; of r^3 exp(-2pi^2 rho): 1.05
Slope of rho = 1/ln(ratio) against ln(alpha)
  energy criterion: fit -0.0846, law -0.0837, leading -0.0760
  norm criterion:   fit -0.1306, law -0.1295, leading -0.1267
Slope of 1/ln(ratio)^2 per index from the tight end: fit 0.1691, law 0.1675, leading 0.1520
Norm criterion, ratios from diffuse to tight:
  1.993 1.997 2.067 2.176 2.328 2.550 2.902 3.570 5.452
  squared norm of the error 3.202e-09
```
